\section*{How many hot electrons raise the optical-phonon occupation by one?}

\section*{Question}

A short light pulse puts electrons high in the conduction band of a polar semiconductor. They cool by emitting longitudinal optical (LO) phonons. If the phonons decay slowly, they remain available to stimulate further emission and to be reabsorbed. Stimulated emission alone would speed the cooling; reabsorption outweighs it, and cooling slows. At what electron density does the occupation of the active modes rise by one, and how does this density scale with the band mass, the phonon energy and the initial electron energy?

\section*{What is to be counted}

I use Rydberg units: $\hbar=1$, the electron mass is $1/2$ and $e^2=2$. A band mass of $m$ electron masses then gives $E=k^2/m$. The model has one isotropic, parabolic, spin-degenerate valley and one LO branch of constant energy $\omega$. The lattice is cold, so the modes start empty. The electrons start with energy $E_0$ in all directions equally, and holes emit nothing. Collisions between electrons are left out. Define
\[
\varepsilon=E_0/\omega,\qquad k_0^2=m\omega ,
\]
so that $k_0$ is the wavevector of an electron of energy $\omega$. An electron emits until its energy is below $\omega$. For non-integer $\varepsilon$ it emits $J=\lfloor\varepsilon\rfloor$ phonons, with total energy $J\omega$.

A density $n$ thus deposits $nJ$ phonons per volume. If $G$ modes per volume share them, the mean rise is $nJ/G$, and it reaches one at
\begin{equation}
n=\frac{G}{J}=\frac{\omega G}{J\omega}. \label{basic}
\end{equation}
The difficulty lies in $G$. The modes allowed by energy and momentum conservation are one candidate, but they are not filled evenly.

\section*{The allowed wavevectors}

Before emission number $j+1$, with $j=0,\dots,J-1$, the electron has energy $\varepsilon_j\omega$, where $\varepsilon_j=\varepsilon-j$. Its wavevector is $k=k_0\sqrt{\varepsilon_j}$ before the emission and $k'=k_0\sqrt{\varepsilon_j-1}$ after it. The phonon wavevector is the difference of two vectors of these lengths, so it lies between
\[
q_\pm=k_0\left(\sqrt{\varepsilon_j}\pm\sqrt{\varepsilon_j-1}\right),
\qquad q_+q_-=k^2-k'^2=k_0^2 .
\]
As the electron cools, $q_+$ falls, so $q_-=k_0^2/q_+$ rises. Each shell lies inside the previous one, and the first contains all allowed modes.

With $a=\sqrt{\varepsilon_j}$ and $b=\sqrt{\varepsilon_j-1}$,
\[
(a+b)^3-(a-b)^3=6a^2b+2b^3=2b(3a^2+b^2),
\]
and $3a^2+b^2=4\varepsilon_j-1$. Therefore
\begin{equation}
q_+^3-q_-^3=k_0^3D_j,\qquad D_j=2\sqrt{\varepsilon_j-1}\,(4\varepsilon_j-1). \label{D}
\end{equation}
The density of allowed modes is the volume of the first shell, $(4\pi/3)k_0^3D_0$, divided by $(2\pi)^3$, which is $k_0^3D_0/(6\pi^2)$. Even sharing would give the threshold
\begin{equation}
n_{\rm even}=\frac{k_0^3D_0}{6\pi^2J}. \label{even}
\end{equation}

\section*{Where the phonons go}

The unscreened polar (Fröhlich) coupling has the squared matrix element $4\pi\omega\beta/(Vq^2)$ in these units, with $\beta=1/\kappa_\infty-1/\kappa_0$ formed from the high- and low-frequency dielectric constants. Let $c$ be the cosine of the angle between $\mathbf k$ and $\mathbf q$. The electron loses energy $(2kqc-q^2)/m$, and the golden rule gives
\[
W=2\pi\int\frac{2\pi q^2\,dq\,dc}{(2\pi)^3}\,\frac{4\pi\omega\beta}{q^2}\,
\delta\!\left(\frac{2kqc-q^2}{m}-\omega\right).
\]
The integral over $c$ gives $m/(2kq)$ inside the shell and zero outside. The prefactors combine to $2\pi\cdot2\pi\cdot4\pi/(8\pi^3)=2$, so
\begin{equation}
W_j=\frac{\omega\beta m}{k}\int_{q_-}^{q_+}\frac{dq}{q}=\frac{\omega\beta m}{k}L_j,
\qquad L_j=\ln\frac{q_+}{q_-}=2\,\mathrm{arccosh}\sqrt{\varepsilon_j}. \label{rate}
\end{equation}
The last form uses $q_+/q_-=(q_+/k_0)^2$. The emission probability is $dq/(qL_j)$. Since $k_0$ is the geometric mean of $q_\pm$, half of the phonons have $q<k_0$, although most of the allowed volume can lie above $k_0$.

There are $q^2dq/(2\pi^2)$ modes per volume in $dq$. Dividing the deposited phonons by this number gives the occupation rise
\begin{equation}
\Delta N(q)=\frac{2\pi^2n}{q^3}A(q),\qquad A(q)=\sum_{j=0}^{J-1}\frac{\theta_j(q)}{L_j}, \label{profile}
\end{equation}
where $\theta_j$ is one inside shell $j$ and zero outside. Deposits are simply added: stimulated emission, reabsorption and decay are left out.

\section*{The density at which the rise is one}

Stimulated emission and reabsorption in a mode are both proportional to its occupation, so the modes that count are those the electrons couple to. A natural choice of mean, though not the only one, weights each mode by the phonons it receives:
\[
\overline{\Delta N}=\frac{\int q^2(\Delta N)^2dq/(2\pi^2)}{\int q^2\Delta N\,dq/(2\pi^2)} .
\]
When it is one, an electron sent down the same cascade through the finished profile would have, averaged over its steps, as much stimulated as spontaneous emission.

The denominator is $nJ$. By \eqref{profile} the numerator is $2\pi^2n^2\int A^2q^{-4}dq$. Let $S_j=\sum_{i\le j}1/L_i$ and $S_{-1}=0$. Because the shells are nested, $A=S_j$ where $j$ is the innermost shell containing $q$, and hence
\[
A^2=\sum_j\theta_j\,(S_j^2-S_{j-1}^2).
\]
For each shell, $q_+q_-=k_0^2$ gives
\[
\int_{q_-}^{q_+}\frac{dq}{q^4}=\frac{q_-^{-3}-q_+^{-3}}{3}
=\frac{q_+^3-q_-^3}{3k_0^6}=\frac{D_j}{3k_0^3}.
\]
Thus
\[
\overline{\Delta N}=\frac{2\pi^2n}{3Jk_0^3}\,\Sigma,\qquad
\Sigma=\sum_{j=0}^{J-1}D_j\,(S_j^2-S_{j-1}^2),
\]
and setting this to one gives
\begin{equation}
n^*=\frac{3Jk_0^3}{2\pi^2\Sigma}. \label{nstar}
\end{equation}

This has the form \eqref{basic}, with $G=Jn^*$ equal to the participation number of modes per volume, $(\int g\,\Delta N\,dq)^2/\int g\,(\Delta N)^2dq$, where $g=q^2/(2\pi^2)$. The Cauchy--Schwarz inequality makes $G$ no larger than the density of allowed modes, so $n^*\le n_{\rm even}$.

\section*{A worked case}

Take $m=0.1$, $\omega=0.003$ Ry and $E_0=0.0135$ Ry. Then $\varepsilon=4.5$, $J=4$ and $k_0^3=5.196\times10^{-6}\,a_0^{-3}$. The four values of $D_j$ are $63.61$, $41.11$, $22.05$ and $7.07$; those of $S_j$ are $0.361$, $0.765$, $1.249$ and $2.009$. The terms of $\Sigma$ are about $8.3$, $18.7$, $21.5$ and $17.5$, with sum $66.0$. Hence
\[
n^*=\frac{3\cdot4\cdot5.196\times10^{-6}}{2\pi^2\cdot66.0}\,a_0^{-3}
=4.8\times10^{-8}\,a_0^{-3}\approx3\times10^{17}\ \mathrm{cm^{-3}} .
\]
As a test, the final electron directions were sampled on a sphere with weight $1/q^2$ and the resulting phonons were sorted into bins of $q$. At $n^*$ this gave a phonon-averaged rise of $0.9987$.

Even sharing gives $n_{\rm even}=9.4\times10^{18}\ \mathrm{cm^{-3}}$, which is 29 times larger. At $n^*$ the rise averaged over all allowed modes is only $0.034$, while just inside the lower edges of the four shells it is $4.2$, $5.7$, $5.0$ and $2.6$. The factor $q^{-3}$ concentrates the phonons in a small part of the allowed volume. These large local values also show that linear addition has broken down at $n^*$. The result therefore gives a density scale for the bottleneck, not a sharp onset, and it does not give the actual occupations. Rate equations for the same ladder of energies, with stimulated emission, reabsorption and a phonon lifetime of 5 ps but no Pauli blocking, and with the dielectric constants used below, show the size of the gap. The weighted mean peaks near $0.4$ at $n^*$ and near $0.7$ at $3n^*$. The mean electron energy after 1 ps is about $1.2\,\omega$ at $n^*$, against $0.6\,\omega$ at low density.

\section*{How it scales}

At fixed $\varepsilon$, equation \eqref{nstar} gives $n^*\propto(m\omega)^{3/2}$. Doubling the mass at fixed $\omega$ and $E_0$ raises $n^*$ by $2^{3/2}\approx2.8$. Changing $\omega$ at fixed $E_0$ also changes $\varepsilon$. The coupling $\beta$ cancels: it sets how fast phonons are emitted, not where they go. With $m$ and $\omega$ held at the values above, and $n_c$ as defined in the next section:
\begin{center}
\begin{tabular}{cccc}
$\varepsilon$ & $n^*$ ($10^{17}$ cm$^{-3}$) & $n^*/n_c$ & $n_{\rm even}/n^*$\\
1.5 & 13.1 & 1.10 & 3.2\\
2.5 & 7.4 & 0.62 & 8.9\\
3.5 & 4.7 & 0.40 & 17\\
4.5 & 3.2 & 0.27 & 29\\
5.5 & 2.4 & 0.20 & 45\\
6.5 & 1.8 & 0.15 & 65
\end{tabular}
\end{center}

For large $\varepsilon$, not just above an integer, replace the slowly varying $L_j$ by $\ell=\ln4\varepsilon$. Then $S_j^2-S_{j-1}^2\approx2j/\ell^2$ and $D_j\approx8(\varepsilon-j)^{3/2}$. With the sum replaced by an integral,
\[
\Sigma\approx\frac{16}{\ell^2}\int_0^\varepsilon j(\varepsilon-j)^{3/2}dj
=\frac{16}{\ell^2}\left(\frac25-\frac27\right)\varepsilon^{7/2}
=\frac{64}{35\,\ell^2}\,\varepsilon^{7/2},
\]
where the integral follows from the substitution $u=\varepsilon-j$. With $J\approx\varepsilon$,
\[
n^*\approx\frac{105}{128\pi^2}\,\frac{k_0^3\ln^2(4\varepsilon)}{\varepsilon^{5/2}} .
\]
This is a leading-logarithm result and is approached slowly. At $\varepsilon=6.5$ it gives $0.0082\,k_0^3$, about 60\% above the $0.0051\,k_0^3$ from \eqref{nstar}. Between $\varepsilon=4.5$ and $6.5$ the table falls roughly as $\varepsilon^{-1.6}$.

In the opposite limit, $\varepsilon=1+\delta$ with $\delta\ll1$, there is one emission, with $L_0\approx2\sqrt\delta$ and $D_0\approx6\sqrt\delta$. Both \eqref{nstar} and \eqref{even} then give $k_0^3\sqrt\delta/\pi^2$. The shell is so thin that $q^{-3}$ hardly varies across it, and even sharing becomes correct as a count of modes. A thin last shell also appears just above each larger integer. For $\varepsilon=J+\delta$ and $\delta\to0$ its term dominates, $\Sigma\approx6\sqrt\delta/(4\delta)$, and \eqref{nstar} gives $n^*\approx Jk_0^3\sqrt\delta/\pi^2$. This needs very small $\delta$: for $J=4$, \eqref{nstar} gives only $0.23$ of this value at $\delta=10^{-2}$ and $0.75$ of it at $\delta=10^{-4}$. The formula therefore dips just above each integer, and the half-integer values in the table do not show these dips. Pauli exclusion, however, rules the thin-shell limit out.

\section*{When the electrons do not fit}

The states below $\omega$ fill a sphere of radius $k_0$. With two spins they hold
\[
n_c=\frac{2}{(2\pi)^3}\,\frac{4\pi k_0^3}{3}=\frac{k_0^3}{3\pi^2}.
\]
Electrons of density $n$ have a mean energy of at least $\tfrac35\omega(n/n_c)^{2/3}$, the value for a filled Fermi sphere. The cascade leaves them with $(\varepsilon-J)\omega$, which is $0.5\,\omega$ throughout the table. At $\varepsilon=4.5$ the minimum at $n^*$ is $0.25\,\omega$, so the electrons fit, provided that their energies are spread over enough states. At $\varepsilon=2.5$ the minimum is $0.44\,\omega$, which is marginal. At $\varepsilon=1.5$ it is $0.64\,\omega$, so the full cascade is impossible at the listed density. For $\delta\to0$ the minimum varies as $\delta^{1/3}\omega$ and exceeds the available $\delta\omega$, so the thin-shell limit fails too.

The even-sharing threshold meets a stronger objection. Let $x=n/n_c$. Even if the electrons ended in their ground state and gave all the released energy to the allowed modes, the phonon density could not exceed
\[
n_c\left(\varepsilon x-\tfrac35x^{5/3}\right).
\]
The derivative vanishes at $x=\varepsilon^{3/2}$, where the bracket equals $\tfrac25\varepsilon^{5/2}$. At $\varepsilon=4.5$ this bound is $3.0\times10^{-6}\,a_0^{-3}$, against $5.6\times10^{-6}\,a_0^{-3}$ allowed modes. The rise averaged over those modes therefore cannot exceed $0.54$ at any density. For large $\varepsilon$ the ratio of bound to modes tends to $\varepsilon/10$. It rises past one at $\varepsilon\approx9.2$, beyond which an even rise of one is no longer excluded by this argument. Nor does this argument exclude it for $\varepsilon$ below about $1.02$, where the shell is very thin.

\section*{Time and screening}

With $\kappa_\infty=10$ and $\kappa_0=12$, equation \eqref{rate} gives a mean cascade time of $0.54$ ps. Suppose phonons are deposited uniformly over a time $T$ and decay with lifetime $\tau$. The occupation obeys $\dot N=\Delta N/T-N/\tau$, so at the end $N=\Delta N\,(\tau/T)(1-e^{-T/\tau})$. The threshold density is then multiplied by
\begin{equation}
\frac{T/\tau}{1-e^{-T/\tau}} . \label{decay}
\end{equation}
For $T=0.54$ ps and an assumed $\tau=5$ ps the increase is about 5\%. This is an underestimate for the cascade itself: emission times are random, so some phonons arrive after the mean cascade time, when earlier ones have already begun to decay. With random emission times at the rates \eqref{rate} the increase is about 15\%.

Screening is less easily dismissed. The squared plasmon energy is $4\pi ne^2/(\kappa_\infty m/2)=16\pi n/(m\kappa_\infty)$. At $n^*$ the plasmon energy is $0.00155$ Ry, or $0.52\,\omega$. A uniform weakening of the coupling would cancel from $n^*$. A weakening confined to small $q$ would move phonons to larger $q$, where there are more modes, and so raise $n^*$. But what matters is the response at the phonon frequency, and this need not weaken the coupling. With the plasmon energy below $\omega$, slow electrons lower the dielectric function at small $q$ to about $\kappa_\infty(1-0.52^2)$, which strengthens the coupling there. Fast electrons can act in the opposite sense. The small-$q$ value holds only well below the wavevectors at which the electrons can themselves absorb or emit the energy $\omega$; near those the dielectric function can change by a factor of two or more. The sign of the correction to $n^*$ is therefore left open, and its size need not be small.

Collisions between electrons are a further limit. A fast electron among slow ones loses energy to them at a rate of about $16\pi n\Lambda/(\kappa_\infty^2k)$, where $\Lambda$ is a Coulomb logarithm, roughly the logarithm of $2E_0$ over the plasmon energy. At $n^*$ it is about $2.9$, and the loss to slow electrons would be about $1.7$ times the initial loss rate $\omega W_0$ to phonons. Collisions can therefore spread the electron energies before the cascade is over, and the ladder of sharp energies used here is an idealisation.

\section*{Beside a real semiconductor}

Gallium arsenide has a conduction-band mass near $0.067$ and an LO energy near $36$ meV, both rough values. The model's $0.1$ and $40.8$ meV are somewhat larger. At the same $\varepsilon=4.5$ the scaling law multiplies the threshold by $(0.67\times0.88)^{3/2}\approx0.45$, which gives about $1.5\times10^{17}\ \mathrm{cm^{-3}}$. This is a model estimate for a parabolic band and not a measured onset. A band $E(1+\alpha E)=k^2/m$ with a rough $\alpha$ of $0.6$ to $0.7\ \mathrm{eV^{-1}}$ raises it by 17 to 20\%, to about $1.7$ to $1.8\times10^{17}\ \mathrm{cm^{-3}}$. It needs a cold lattice, since at room temperature these modes already have an occupation of about $0.3$. It also needs a pulse short compared with the phonon lifetime, which a continuously driven device violates. For a 20 ps pulse and an assumed lifetime of 5 ps, \eqref{decay} would raise the required total density by a factor of about 4, to $1.1\,n_c$. If all these electrons stayed in the band, their mean energy would be at least $0.64\,\omega$, more than the $0.5\,\omega$ left by the full cascade. The estimate therefore cannot be carried over to such a pulse.

\section*{Answer}

For a band mass of $0.1$, a phonon energy of $41$ meV and electrons starting $3.5$ to $5.5$ phonon energies up, the half-integer cases in the table give thresholds of about $2$ to $5\times10^{17}\ \mathrm{cm^{-3}}$. At these densities simply added deposits would give a phonon-weighted mean rise of one. Stimulated emission, reabsorption, screening and collisions between electrons are left out, and all of them can matter here. The threshold scales as $(m\omega)^{3/2}$ at fixed $E_0/\omega$. It falls from each half-integer value of $E_0/\omega$ in the table to the next. The formula also dips just above the integers, but there the electrons do not fit into the states left to them, so the dips are not physical thresholds. The volume to use is that of the modes which actually share the phonons. In the worked case it equals a sphere of radius $1.3\,k_0$, while the allowed shell extends to $4\,k_0$. The remaining values are in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
band mass: 0.10 electron masses
LO phonon energy: 0.0030 Ry = 40.8 meV
initial electron energy: 0.0135 Ry = 183.7 meV
dielectric constants (high, low frequency): 10, 12
beta = 1/kappa_inf - 1/kappa_0: 0.01667
eps = E0/omega: 4.50; phonons per electron: 4
emitted energy per electron: 0.0120 Ry
k0: 0.01732 1/a0; k0^3: 5.1962e-06 a0^-3
step: e_j, q_low (1/a0), q_high (1/a0), L_j, D_j, S_j
  0: 4.5, 0.00434, 0.06915, 2.7687, 63.608, 0.3612
  1: 3.5, 0.00502, 0.05979, 2.4779, 41.110, 0.7648
  2: 2.5, 0.00617, 0.04860, 2.0634, 22.045, 1.2494
  3: 1.5, 0.00897, 0.03346, 1.3170, 7.071, 2.0087
sum of D_j (S_j^2 - S_(j-1)^2): 65.990
allowed mode density, formula: 5.5814e-06 a0^-3
allowed mode density, lattice count: 5.5817e-06 a0^-3
fraction of phonons with q < k0 (first, last step): 0.5000, 0.5001
threshold n*: 4.787e-08 a0^-3 = 3.23e+17 cm^-3
even-spreading density: 1.395e-06 a0^-3 = 9.42e+18 cm^-3
ratio of even-spreading density to n*: 29.1
participation mode density G: 1.915e-07 a0^-3
radius of sphere holding G modes: 0.02247 1/a0
phonon-averaged rise at n*, histogram: 0.9987
rise averaged over allowed modes at n*: 0.0343
rise at n* just inside each lower shell edge: 4.18, 5.72, 5.02, 2.63
electron capacity below omega, n_c: 1.755e-07 a0^-3
filling n*/n_c: 0.273; n_even/n_c: 7.95
Pauli bound on emitted phonons, formula: 3.015e-06 a0^-3
Pauli bound on emitted phonons, lattice: 3.015e-06 a0^-3
largest possible even rise: 0.540
eps above which the bound allows an even rise of one: 9.18
mean emission times by step: 0.128, 0.127, 0.128, 0.156 ps
mean cascade time: 0.54 ps
plasmon energy at n*: 0.00155 Ry; ratio to omega: 0.52
eps, n* (cm^-3), n*/n_c, n_even/n*
  1.5, 1.31e+18, 1.104, 3.2
  2.5, 7.37e+17, 0.622, 8.9
  3.5, 4.69e+17, 0.396, 17.3
  4.5, 3.23e+17, 0.273, 29.1
  5.5, 2.36e+17, 0.199, 44.8
  6.5, 1.79e+17, 0.151, 64.6
\end{verbatim}
